\section*{Mean Energy of Thermionically Emitted Carriers Above a High Planar Barrier}

\section{The error to be avoided}

Suppose a device simulation lets electrons leave a semiconductor over a Schottky barrier, and injects electrons from the metal with the mean kinetic energy of a gas, $3kT/2$, at the barrier top. At zero bias, with metal and semiconductor at the same temperature, the two number fluxes are equal and there should be no heat flow. The departing electrons, however, carry $2kT$ each above the barrier top. The simulated semiconductor therefore loses $kT/2$ for each pair exchanged and cools with no cause.

The mistake is one of weighting. A gas average counts the carriers present in a volume. A contact needs the average over carriers that cross a plane, and fast carriers cross more often. With that weighting the mean energy is
\begin{equation}
\langle E\rangle = 2kT ,\qquad \langle e_n\rangle=\langle e_p\rangle = kT ,
\label{eq:result}
\end{equation}
where $E$ is the total energy above the barrier top, $e_n$ its normal part and $e_p$ its parallel part.

\section{Assumptions and the crossing rate}

The barrier varies along $x$ only, so the crystal momentum $\mathbf p_\parallel=(p_y,p_z)$ is conserved. Momentum is measured from the minimum of the valley concerned. At the barrier top the band is parabolic,
\begin{equation}
E(\mathbf p)=\tfrac12\sum_{ij}W_{ij}p_ip_j ,
\end{equation}
with $W$ the symmetric, positive definite inverse-mass tensor. Its axes may be tilted against the barrier. A carrier that can reach the top with forward velocity crosses, and no other carrier does; tunnelling and reflection at a smooth barrier top are treated later, but reflection at the metal edge is not.

A phase-space cell $h^3$ holds two spin states. The number of carriers crossing unit area of the top per unit time is therefore
\begin{equation}
d\Gamma=\frac{2}{h^3}\,v_x\,f(E)\,d^3p,\qquad v_x=\frac{\partial E}{\partial p_x}>0 ,
\label{eq:rate}
\end{equation}
where the occupation $f$ depends on total energy alone, as it does in equilibrium. The factor $v_x$ appears because the carriers crossing in a time $dt$ are those within a distance $v_x\,dt$ of the plane.

\section{Separating normal and parallel energy}

The velocity is $v_x=W_{xx}p_x+W_{xy}p_y+W_{xz}p_z$. It vanishes at
\begin{equation}
p_x^0=-\frac{W_{xy}p_y+W_{xz}p_z}{W_{xx}},
\qquad\text{so that}\qquad v_x=W_{xx}(p_x-p_x^0).
\end{equation}
Completing the square in $p_x$ gives
\begin{align}
E&=e_n+e_p,\qquad e_n=\tfrac12W_{xx}(p_x-p_x^0)^2,\\
e_p&=\tfrac12\sum_{a,b=y,z}S_{ab}\,p_ap_b,\qquad
S_{ab}=W_{ab}-\frac{W_{xa}W_{xb}}{W_{xx}} .
\end{align}
The subtracted term in $S$ compensates the square of $p_x^0$ contained in $e_n$. Physically, $e_p$ is the least energy a carrier can have at the top for its given parallel momentum, and $e_n$ is what it has beyond that.

At fixed $\mathbf p_\parallel$,
\begin{equation}
de_n=W_{xx}(p_x-p_x^0)\,dp_x=v_x\,dp_x .
\label{eq:cancel}
\end{equation}
The velocity in the crossing rate thus cancels the one-dimensional density of states, which is proportional to $1/v_x$.

For the parallel part, let $s_1,s_2$ be the eigenvalues of $S$. The region $e_p<\varepsilon$ is an ellipse with semi-axes $\sqrt{2\varepsilon/s_1}$ and $\sqrt{2\varepsilon/s_2}$, whose area is $2\pi\varepsilon/\sqrt{s_1s_2}$. Differentiating with respect to $\varepsilon$ gives $d^2p_\parallel\to 2\pi\,de_p/\sqrt{\det S}$, a constant density of states. Inserting both results in the crossing rate,
\begin{equation}
d\Gamma=\frac{4\pi}{h^3\sqrt{\det S}}\;f(e_n+e_p)\,de_n\,de_p,
\qquad e_n,e_p\ge0 .
\label{eq:measure}
\end{equation}
Exchanging $e_n$ and $e_p$ leaves this expression unchanged. The two mean energies are therefore equal for any $f(E)$ for which they exist, before Boltzmann statistics are used.

\section{The average and the distribution}

Let the barrier top lie $\phi\gg kT$ above the Fermi level of the emitting side. Then $f=e^{-\phi/kT}e^{-(e_n+e_p)/kT}$, and the two energies are independent. Each has the mean
\begin{equation}
\frac{\int_0^\infty e\,e^{-e/kT}de}{\int_0^\infty e^{-e/kT}de}
=\frac{(kT)^2}{kT}=kT ,
\end{equation}
which proves Eq.~\eqref{eq:result}. The masses have dropped out. They remain in the total rate,
\begin{equation}
\Gamma=\frac{4\pi(kT)^2}{h^3\sqrt{\det S}}\,e^{-\phi/kT}.
\label{eq:flux}
\end{equation}

The distribution of total energy follows by integrating over all divisions of $E$, that is over $0<e_n<E$:
\begin{equation}
P(E)=\frac{1}{(kT)^2}\int_0^E e^{-E/kT}\,de_n=\frac{E}{(kT)^2}\,e^{-E/kT}.
\end{equation}
Since $\int_0^\infty E^n e^{-E/kT}dE=n!\,(kT)^{n+1}$, the mean is $2kT$, the mean square is $6(kT)^2$ and the variance is $6(kT)^2-4(kT)^2=2(kT)^2$. The most probable energy is $kT$, half the mean.

If the carriers present at the top are counted instead, the factor $v_x$ is absent and $dp_x=de_n/v_x\propto e_n^{-1/2}de_n$. The normal share becomes
\begin{equation}
\frac{\int_0^\infty e_n^{1/2}e^{-e_n/kT}de_n}{\int_0^\infty e_n^{-1/2}e^{-e_n/kT}de_n}
=kT\,\frac{\Gamma_{\!E}(3/2)}{\Gamma_{\!E}(1/2)}=\frac{kT}{2},
\end{equation}
with $\Gamma_{\!E}$ Euler's gamma function. The parallel share is still $kT$, so the total is $3kT/2$. The whole difference between the two averages lies in the normal motion.

A direct momentum-space quadrature was made for an ellipsoid with masses $0.916$ and $0.190$ and its long axis along $(1,2,2)/3$, tilted against the normal. It gave a flux mean of $2.000000\,kT$, a parallel share of $1.000000\,kT$, a variance of $2.000000\,(kT)^2$ and a density mean of $1.500000\,kT$.

\section{What ``high'' means, and unequal masses}

The height above the source band edge does not enter. Take an isotropic source of the same mass $m$, with its band edge a depth $D$ below the top. A carrier crosses if $p_x^2/2m>D$, and its normal excess is $e_n=p_x^2/2m-D$. Again $de_n=(p_x/m)\,dp_x$, and the Boltzmann factor $e^{-(D+e_n)/kT}$ contributes only a constant $e^{-D/kT}$. The height is needed for the Boltzmann form of $f$, so the height that matters is $\phi$, measured from the Fermi level.

Now let carriers pass from a metal of isotropic mass $m_m$ into a semiconductor of isotropic mass $m_s$, with both band minima at the same parallel momentum. Conservation of $\mathbf p_\parallel$ requires $E\ge e_p=p_\parallel^2/2m_s$. At fixed $\mathbf p_\parallel$ the metal also obeys $v_x\,dp_x=dE$, so the measure $de_n\,de_p$ returns and the total is again $2kT$. The metal must have a state at this energy and parallel momentum, $D+E\ge p_\parallel^2/2m_m$. This holds for every allowed carrier if $m_s\le m_m$. Otherwise it holds for thermal carriers if $D\gg kT(m_s/m_m-1)$. If the valley is displaced by a parallel momentum $\mathbf p_0$, the condition becomes $D+E\ge|\mathbf p_0+\mathbf p_\parallel|^2/2m_m$ and a light semiconductor mass no longer guarantees it. Four of the six valleys of (100) silicon have $p_0=0.85\times2\pi\hbar/a$, with $a$ the lattice constant, so that $p_0^2/2m_m=3.7$~eV for a free-electron metal. At $300$~K a metal band $6$~eV deep has states for practically all their thermal carriers, one $3$~eV deep for only about 6\% of them, and the mean of those is no longer $2kT$.

The split depends on whose mass is used. In terms of the metal mass the parallel energy is
\begin{equation}
\left\langle\frac{p_\parallel^2}{2m_m}\right\rangle
=\frac{m_s}{m_m}\langle e_p\rangle=\frac{m_s}{m_m}\,kT .
\end{equation}
For $m_s/m_m=0.30$ and $D=50\,kT$, integration over the metal states gave a total of $2.000000\,kT$, with parallel energies of $1.000000\,kT$ and $0.300000\,kT$ in the two reckonings. The statement ``one $kT$ from parallel motion'' thus refers to the band at the barrier top.

\section{Where the result fails, and by how much}

\subsection{Degenerate occupation}

Write $z=e^{-\phi/kT}<1$ and expand the Fermi function,
\begin{equation}
f=\frac{1}{z^{-1}e^{E/kT}+1}=\sum_{n\ge1}(-1)^{n+1}z^n e^{-nE/kT}.
\end{equation}
The weight of total energy is $E f(E)$. Term by term, $\int E\,e^{-nE/kT}dE=(kT)^2/n^2$ and $\int E^2e^{-nE/kT}dE=2(kT)^3/n^3$. Hence
\begin{equation}
\langle E\rangle=2kT\,\frac{z-z^2/8+\dots}{z-z^2/4+\dots}
=2kT\,\frac{\mathrm{Li}_3(-z)}{\mathrm{Li}_2(-z)}
\simeq2kT\left(1+\frac z8\right),
\end{equation}
with $\mathrm{Li}_s(y)=\sum_{n\ge1} y^n/n^s$. Exclusion thins the low-energy states most, which raises the mean. Even at $\phi=2kT$ the mean is only $2.03237\,kT$. By the symmetry shown above, the two shares stay equal.

\subsection{Tunnelling and reflection}

Let a carrier of normal energy $e_n$, now of either sign, cross with probability $\mathcal T(e_n)$. With Boltzmann occupation the parallel factor separates and its share stays $kT$. For a barrier top shaped as an inverted parabola of curvature $-K$, set $\omega=\sqrt{KW_{xx}}$. The transmission is the standard result
\begin{equation}
\mathcal T=\frac{1}{1+e^{-e_n/w}},\qquad w=\frac{\hbar\omega}{2\pi}.
\end{equation}
Numerical integration of the wave equation at $e_n/\hbar\omega=-0.2$, $0$ and $0.15$ agreed with it within a relative $3\times10^{-3}$.

With $\beta=1/kT$ and $s=\beta w<1$, the substitution $t=e^{-e_n/w}$ gives
\begin{equation}
Z(\beta)=\int_{-\infty}^{\infty}\frac{e^{-\beta e_n}}{1+e^{-e_n/w}}\,de_n
=w\int_0^\infty\frac{t^{s-1}}{1+t}\,dt .
\end{equation}
Setting $u=t/(1+t)$ turns the last integral into $\int_0^1u^{s-1}(1-u)^{-s}du$. This is the beta function $\Gamma_{\!E}(s)\Gamma_{\!E}(1-s)=\pi/\sin\pi s$. The normal share is therefore
\begin{equation}
\langle e_n\rangle=-\frac{d\ln Z}{d\beta}
=\pi w\cot\frac{\pi w}{kT}
\simeq kT\left[1-\frac13\left(\frac{\pi w}{kT}\right)^2\right].
\label{eq:tunnel}
\end{equation}
Carriers passing below the top lower the mean. The formula needs $w<kT$; as $w\to kT$ the emission moves to energies far below the top, where the parabola no longer describes the barrier.

\subsection{Nonparabolic band}

For an isotropic band with $p^2/2m=E(1+\alpha E)$, the step $v_x\,dp_x=dE$ still holds at fixed $\mathbf p_\parallel$. The parallel momenta available at energy $E$ fill a disc of area $2\pi mE(1+\alpha E)$. With $a=\alpha kT$,
\begin{equation}
\langle E\rangle=
\frac{\int_0^\infty E^2(1+\alpha E)e^{-E/kT}dE}{\int_0^\infty E(1+\alpha E)e^{-E/kT}dE}
=kT\,\frac{2+6a}{1+2a}\simeq2kT(1+a).
\end{equation}
The increase is all in $e_p$, because the normal excess at each $\mathbf p_\parallel$ keeps its exponential distribution. For $a=0.10$, quadrature in momentum space gave $2.16667\,kT$, in agreement with $2.6/1.2$.

\section{Use in a simulation}

To inject one carrier, draw two independent uniform random numbers $u_1,u_2$ in $(0,1)$ and set $e_n=-kT\ln u_1$, $e_p=-kT\ln u_2$. For an isotropic mass, $p_x=\sqrt{2me_n}$ and $p_\parallel=\sqrt{2me_p}$, with a uniformly random angle in the plane.

In an energy-balance model, let the arriving semiconductor carriers be Maxwellian at a temperature $T_n$ and the metal be at $T$. With outgoing and incoming number fluxes $\Gamma_f$ and $\Gamma_b$, the net energy flux into the metal, measured from the barrier top, is
\begin{equation}
Q=2kT_n\Gamma_f-2kT\,\Gamma_b .
\end{equation}
It vanishes in equilibrium. If $T_n=T$ and energies are measured from the metal Fermi level, it becomes $(J/q)(\phi_{\rm top}+2kT)$. Here $J=q(\Gamma_f-\Gamma_b)$ is taken positive for net electron flow into the metal, and $\phi_{\rm top}$ is the barrier top above that Fermi level.

\section{Worked example: a silicide contact on n-type silicon}

The inputs are rough typical values for a nickel-silicide-like contact on lightly doped (100) silicon: a barrier of $0.65$~eV before image lowering, doping $N=3\times10^{15}$~cm$^{-3}$, $300$~K and a forward bias of $0.10$~V. The digits below are kept so that the arithmetic can be followed; they are not a measure of accuracy. An error of $10$~meV in the barrier alone changes the currents by a factor of about $1.5$. Here $kT=25.85$~meV, so
\begin{equation}
\langle E\rangle=2\times25.85=51.70\ \text{meV}=8.284\times10^{-21}\ \text{J},
\end{equation}
with an rms spread of $\sqrt2\,kT=36.56$~meV. The gas average would be $38.78$~meV. At $400$~K the mean is $68.94$~meV.

\paragraph{Barrier top.} With $N_c=2.738\times10^{19}$~cm$^{-3}$, the bulk band edge lies $kT\ln(N_c/N)=0.2357$~eV above the Fermi level. The band bending is $0.65-0.2357-0.10=0.314$~eV. Integrating Poisson's equation once, with Boltzmann electrons at the depletion edge, reduces the effective drop by $kT$ to $0.288$~eV. The field $F=\sqrt{2N(0.288\ \text{eV})/\varepsilon}$ is then $0.0164$~MV/cm.

Near the metal the electron energy is $-qFx-q^2/(16\pi\varepsilon x)$. Its maximum is at $x_m=\sqrt{q/(16\pi\varepsilon F)}=4.34$~nm and lies $2qFx_m=14.19$~meV below the unlowered barrier. Hence $\phi_{\rm top}=0.6358$~eV.

\paragraph{Current and energy flow.} For aligned valleys $1/\sqrt{\det S}=\sqrt{m_ym_z}$. Two valleys contribute $0.190$ each and four contribute $\sqrt{0.916\times0.190}=0.417$ each, in units of the electron mass. Multiplying Eq.~\eqref{eq:flux} by $q$ and summing gives $A^*T^2e^{-\phi/kT}$ with $A^*=246.2$~A/(cm$^2$K$^2$). For full transmission above the top, with metal states assumed available for all six valleys (the four displaced ones carry 81\% of $A^*$), and without the supply limit treated below, the one-way currents are $4.617\times10^{-4}$~A/cm$^2$ from the metal and, with the factor $e^{qV/kT}$, $2.210\times10^{-2}$~A/cm$^2$ from the silicon. Their difference is $2.163\times10^{-2}$~A/cm$^2$, and
\begin{equation}
2.163\times10^{-2}\times(0.6358+0.0517)\ \text{W/cm}^2=14.87\ \text{mW/cm}^2 .
\end{equation}
The $2kT$ term supplies $1.12$~mW/cm$^2$ of this. Using $3kT/2$ would lose a quarter of that term, about $0.28$~mW/cm$^2$. This is about 2\% of the energy flow into the metal, but a quarter of the part carried above the barrier top.

\paragraph{Corrections.} The curvature at the top is $K=2qF/x_m$. With the lightest normal mass, $0.190$, it gives $\hbar\omega=17.39$~meV and $w=2.77$~meV. Equation~\eqref{eq:tunnel} yields a normal share of $0.962\,kT$, a shift of $-0.98$~meV. In the same formula the two valleys with normal mass $0.916$ shift less, since the leading term varies as $1/m$ at fixed curvature. At $2w$ below the top the tunnelling exponent of the image barrier is $1.070$ times that of the parabola, so the parabola overstates tunnelling somewhat. Using the exponent of the image barrier itself at all energies below the top gives a normal share near $0.97\,kT$, a shift of about $-0.7$~meV. Reflection is another matter. The parabola's length scale $\sqrt{\hbar/m\omega}=4.8$~nm, with $m=0.190$ electron masses, exceeds the distance $x_m=4.34$~nm to the metal. A sharp metal edge so close to the top reflects slow carriers more than fast ones, which lowers the current and raises the mean energy. This effect depends on the interface and is not included in the numbers here. Its size can be seen in an effective-mass model with an abrupt edge, the image potential cut off $0.05$ to $0.3$~nm from the metal and a free-electron metal band $1.5$ to $10$~eV deep. The net shift is then $+5$ to $+11$~meV for normal mass $0.190$ and about $+2$ to $+5$~meV for $0.916$, and the flux falls to between $0.1$ and $0.7$ of its full-transmission value, depending on the depth and on the matching condition. Such a model is crude, but it shows that this can be the largest correction, up to about 20\% of $2kT$. Nonparabolicity with $\alpha=0.5$~eV$^{-1}$ adds $0.65$~meV. The occupation at the top is about $10^{-9}$, which makes degeneracy negligible. The shifts from tunnelling, nonparabolicity and degeneracy are each about 2\% of $2kT$ or less, but reflection at the metal edge can be several times larger, so they do not bound the total correction.

\paragraph{Supply through the depletion layer.} Let $n$ be the electron density scale at the top, $n_0$ its value in equilibrium with the metal and $n_V$ that in equilibrium with the silicon bulk. Emission carries $v_e(n-n_0)$ and the depletion layer supplies $v_d(n_V-n)$. Equating them and eliminating $n$ gives a flux $v_e(n_V-n_0)/(1+v_e/v_d)$. The emission velocity is $v_e=A^*T^2/(qN_c)=5.05\times10^6$~cm/s.

For $v_d$, let $U(x)$ be the band edge measured from the top, $n(x)$ the local density and $\nu=n(x)\,e^{U/kT}$. Drift and diffusion with mobility $\mu$ then give a flux towards the metal of $(\mu kT/q)\,e^{-U/kT}\,d\nu/dx$. This flux is constant through the layer, and $\nu$ rises from $n$ at the top to $n_V$ in the bulk. Multiplying by $e^{U/kT}$ and integrating gives
\begin{equation}
v_d=\frac{\mu kT/q}{\int e^{U/kT}\,dx},
\end{equation}
which is $\mu F$ for a uniform field. With $\mu=1300$~cm$^2$/(V\,s) and the parabolic band profile of the depletion layer, image term omitted, $v_d=2.02\times10^7$~cm/s. With reflection at the metal edge still left out, the current is then about $0.80$ times the pure emission value, or $0.017$~A/cm$^2$, and the energy flow falls by the same factor to about $12$~mW/cm$^2$. This factor is only an estimate. The distance $kT/(qF)\approx16$~nm that controls $v_d$ is shorter than the mean free path of roughly $40$~nm, so drift and diffusion are used beyond their strict range, and the omitted image term would lower $v_d$ by about a fifth. Apart from the corrections above, including reflection at the metal edge, the mean energy stays $2kT$ if the arriving carriers remain Maxwellian at the lattice temperature; a departure from that was not computed.

\paragraph{Relation to real contacts.} The barrier and doping are in the range of lightly doped silicon Schottky diodes. Source and drain contacts of transistors are doped far more heavily, and there the assumption of passage over the top breaks down. At fixed band bending $F\propto N^{1/2}$ and $\omega\propto F^{3/4}$, so $w\propto N^{3/8}$. Starting from $2.77$~meV, $w$ reaches $kT$ near $N\sim10^{18}$~cm$^{-3}$, and the $2kT$ rule should be abandoned well before that. For this barrier, bias and temperature, with normal mass $0.190$ and no reflection at the metal edge, a semiclassical tunnelling estimate for the image barrier gives a mean of about $1.9\,kT$ at $10^{16}$, $1.8\,kT$ at $3\times10^{16}$ and $1.5\,kT$ at $10^{17}$~cm$^{-3}$. Real barriers also vary in height across the contact. If the patches are wide enough to act as separate planar barriers, $2kT$ applies above the top of each patch, not above an area-averaged barrier. The numerical output below gives the remaining intermediate values.

\section*{Computed values}
\begin{verbatim}
REDUCED TESTS (energies in kT)
tilted band: flux mean energy = 2.000000 kT
tilted band: parallel share = 1.000000 kT
tilted band: variance = 2.000000 (kT)^2
tilted band: density mean = 1.500000 kT
mass ratio beyond/source in test = 0.30
  total mean energy = 2.000000 kT
  parallel share, mass beyond barrier = 1.000000 kT
  parallel share, source mass = 0.300000 kT
Fermi-Dirac, top 2.0 kT above Fermi level: 2.03237 kT
nonparabolic test, a = 0.10: mean = 2.16667 kT
EXAMPLE INPUTS (rough typical values)
temperature = 300 K
barrier before image lowering = 0.65 eV
doping = 3.0e+15 cm^-3
forward bias = 0.10 V
relative permittivity = 11.7
valley masses: long 0.916, transverse 0.190 m_e
mobility = 1300 cm2/Vs
nonparabolicity = 0.50 1/eV
EXAMPLE RESULTS
kT = 25.85 meV
mean energy 2kT = 51.70 meV = 8.284e-21 J
rms spread of energy = 36.56 meV
density mean 3kT/2 = 38.78 meV
2kT at 400 K = 68.94 meV
conduction-band density of states = 2.738e+19 cm^-3
bulk band edge above Fermi level = 0.2357 eV
field at contact = 0.01636 MV/cm
depletion width = 353 nm
image lowering = 14.19 meV
distance of top from metal = 4.34 nm
barrier top above metal Fermi level = 0.6358 eV
Richardson constant = 246.2 A/(cm2 K2)
one-way current, metal to silicon = 4.617e-04 A/cm2
one-way current, silicon to metal = 2.210e-02 A/cm2
net emission current = 2.163e-02 A/cm2
net energy flow into metal = 14.874 mW/cm2
  part from the 2kT = 1.119 mW/cm2
NEGLECTED EFFECTS
hbar omega of barrier top = 17.39 meV
tunnelling energy w = 2.77 meV
image/parabola action ratio, 2w below top = 1.070
normal share with tunnelling = 0.9620 kT
shift by tunnelling and reflection = -0.98 meV
shift by nonparabolicity = 0.65 meV
occupation at barrier top = 9.97e-10
shift by degeneracy = 6.4e-09 meV
emission velocity = 5.05e+06 cm/s
diffusion velocity = 2.02e+07 cm/s
current reduction factor by diffusion = 0.800
\end{verbatim}
